\section*{Mean output of a thermally fluctuating two-state magnetic bit, part 2}

A magnetic bit is modelled as a macrospin with moment $\mu=M_sV$, where $M_s$ is the saturation magnetization and $V$ the volume. It has one easy axis, with anisotropy energy density $K$, and a field of flux density $B$ lies along that axis. The moment makes an angle $\theta$ with the positive direction of the axis. Its energy $E$ is measured in units of $k_BT$:
\begin{equation}
\sigma=\frac{KV}{k_BT},\qquad x=\frac{\mu B}{k_BT},\qquad
e(\theta)=\frac{E}{k_BT}=\sigma\sin^2\theta-x\cos\theta .
\label{eq:reduced}
\end{equation}
With $B_K=2K/M_s$ and $h=B/B_K$, there are two wells for $|h|<1$, at $\theta=0$ ($s=+1$) and $\theta=\pi$ ($s=-1$), separated by a top at $\cos\theta=-h$. The curvatures are
\begin{equation}
e''(0)=2\sigma(1+h),\qquad e''(\pi)=2\sigma(1-h),\qquad
e''\big|_{\cos\theta=-h}=-2\sigma(1-h^2).
\label{eq:curv}
\end{equation}

The barriers for leaving the two states are $b_\pm=\sigma(1\pm h)^2$ in units of $k_BT$. The escape rates are $\Gamma_\pm=f_0e^{-b_\pm}$, and the mean stays are $t_\pm=1/\Gamma_\pm$. The attempt frequency $f_0$ was assumed, without proof, to be the same in both directions. The states have probabilities $p_\pm$, and the ensemble mean is $m=\langle s\rangle=p_+-p_-$. In the stationary state $\Gamma_+p_+=\Gamma_-p_-$, which gives $\bar m=\tanh x$, independent of $f_0$ and of the height of the barrier top. A numerical check used the stationary (null) vector of the rate matrix.

The example is a disc of diameter 20~nm and thickness 1~nm, with its easy axis along the normal, $M_s=1.0\times10^6$~A/m and $K=1.6\times10^5$~J/m$^3$, at 300~K in a field of 10~mT. It has $B_K=320$~mT, $b_+=12.91$ and $b_-=11.39$.

\section{Time, noise and the limits of the two-state picture}

The symbols carried over are these. The bit has states $s=\pm1$ with energies $-s\varepsilon$, where $\varepsilon=\mu B$ and $x=\varepsilon/k_BT$. The barrier parameter is $\sigma=KV/k_BT$, the reduced field is $h=B/B_K$, and $x=2\sigma h$. The rates of leaving the two states are $\Gamma_\pm=f_0e^{-\sigma(1+h^2)}e^{\mp x}$. The ensemble mean $m(t)$ obeys $dm/dt=-(\Gamma_++\Gamma_-)m+(\Gamma_--\Gamma_+)$, and its stationary value is $\bar m=\tanh x$. In the model disc $\sigma=12.14$, $h=0.03125$, $x=0.7585$ and $\bar m=0.640$.

\medskip

\textbf{Q.} Let $f_0$ go to zero. The bit never hops, and its output is whatever it was at the start. Your formula still says $\tanh x$. Surely that refutes the independence?

\textbf{A.} It shows what the independence refers to: the stationary value, not the time needed to reach it. At constant bias, subtract the stationary solution from the equation of motion. The difference $m-\bar m$ obeys
\begin{equation}
\frac{d(m-\bar m)}{dt}=-\frac{m-\bar m}{\tau},\qquad
\frac1\tau=\Gamma_++\Gamma_- ,
\label{eq:relaxeq}
\end{equation}
with the solution
\begin{equation}
m(t)=\bar m+[m(0)-\bar m]\,e^{-t/\tau}.
\label{eq:relax}
\end{equation}
Adding the two rates gives $e^{-x}+e^{x}=2\cosh x$, so
\begin{equation}
\frac1\tau=2f_0\,e^{-\sigma(1+h^2)}\cosh x .
\label{eq:tau}
\end{equation}
Here $f_0$ and the barrier are fully present. As $f_0\to0$ the time $\tau$ grows without bound, and at any fixed $t$ the bit remembers its start. For any nonzero $f_0$, waiting many times $\tau$ leads to $\tanh x$. The two limits, long time and small $f_0$, cannot be interchanged.

The same equation separates a memory cell from a random-bit source. At zero field $\tau=e^{\sigma}/2f_0$, so at fixed $f_0$ each increase of $\sigma$ by $\ln10\approx2.3$ makes the bit ten times slower. For a real macrospin $f_0$ itself depends on $\sigma$ and on the field, but much more weakly than the exponential, so the factor then falls below ten. Starting from the disc, at fixed damping, it is about 7.6 if $K$ is raised and about 9.0 if $V$ is raised; for lower barriers the deviation is larger. Within the two-state model both kinds of bit have the same stationary mean at the same $x$. A random-bit source with a barrier of only a few $k_BT$ lies outside that model: at $x=0.7585$ the mean sign of $\cos\theta$ of a macrospin is 0.515 for $\sigma=3$ and 0.636 for $\sigma=60$. In the memory cell the barrier is made so high that the stationary mean is not reached during use.

\textbf{Q.} How slow is the disc?

\textbf{A.} That depends on $f_0$, so I treat it as a parameter. For $f_0=10^9$~s$^{-1}$ the mean stays are $t_+=e^{12.906}/f_0\approx403$~\textmu s and $t_-=e^{11.389}/f_0\approx88$~\textmu s. Then
\begin{equation}
\tau=\frac{1}{1/t_++1/t_-}=\frac{t_+t_-}{t_++t_-}
\approx\frac{403\times88}{491}\ \text{\textmu s}\approx72\ \text{\textmu s}.
\end{equation}
For $10^8$~s$^{-1}$ it is 725~\textmu s and for $10^{10}$~s$^{-1}$ it is 7.2~\textmu s.

\textbf{Q.} What if the bias itself changes in time, as it would in a circuit?

\textbf{A.} Then the rates depend on time, but the equation for $m$ still holds as long as the moment stays in equilibrium within each well. Since $\Gamma_--\Gamma_+=(\Gamma_-+\Gamma_+)\tanh x$, it can be written as
\begin{equation}
\frac{dm}{dt}=-\frac{m-\tanh x(t)}{\tau(t)} .
\end{equation}
The mean pursues the hyperbolic tangent with the delay $\tau$. It follows the instantaneous value closely if $x$ changes little during a time $\tau$. A faster input produces an output that depends on $f_0$.

\textbf{Q.} So far you average over many bits. I have one bit and a finite time. Why should its time average agree?

\textbf{A.} For a long enough time it does, and the error can be calculated. Let the bit be stationary and read it for a time $t_w$:
\begin{equation}
A=\frac1{t_w}\int_0^{t_w}s(t)\,dt .
\end{equation}
The mean of $A$ over many repetitions is $\bar m$. Its spread requires the correlation of $s$ at two times. Suppose that $s(0)=s_0$ is known. By Eq.~\eqref{eq:relax} the mean a time $t$ later is $\bar m+(s_0-\bar m)e^{-t/\tau}$. Multiply by $s_0$ and average over $s_0$, using $s_0^2=1$ and $\langle s_0\rangle=\bar m$:
\begin{equation}
\langle s(0)s(t)\rangle=\bar m^2+(1-\bar m^2)e^{-t/\tau}.
\end{equation}
Subtracting $\bar m^2$ gives the covariance
\begin{equation}
C(t)=(1-\bar m^2)\,e^{-|t|/\tau}.
\label{eq:cov}
\end{equation}

\textbf{Q.} And the variance of $A$?

\textbf{A.} It is the double integral of the covariance over the window, divided by $t_w^2$. Pairs of times with separation $t>0$ occupy a length $t_w-t$ of the window, and each separation occurs with both signs. Hence
\begin{equation}
\operatorname{Var}A=\frac{2}{t_w^2}\int_0^{t_w}(t_w-t)\,C(t)\,dt .
\end{equation}
Integrate by parts:
\begin{align}
\int_0^{t_w}(t_w-t)e^{-t/\tau}dt
&=\Big[-\tau(t_w-t)e^{-t/\tau}\Big]_0^{t_w}-\tau\int_0^{t_w}e^{-t/\tau}dt\nonumber\\
&=\tau t_w-\tau^2\left(1-e^{-t_w/\tau}\right).
\end{align}
The result is
\begin{equation}
\operatorname{Var}A=(1-\bar m^2)\,\frac{2\tau}{t_w}
\left[1-\frac{\tau}{t_w}\left(1-e^{-t_w/\tau}\right)\right].
\label{eq:var}
\end{equation}
For $t_w\ll\tau$, expanding the exponential to second order gives $\operatorname{Var}A\to1-\bar m^2$, the variance of a single reading: the bit has had no time to hop. For $t_w\gg\tau$ the bracket tends to one and the variance falls as $2\tau(1-\bar m^2)/t_w$. It tends to zero, so the time average of one bit converges to $\tanh x$. To reach a standard error $\delta\ll\sqrt{1-\bar m^2}$, which requires $t_w\gg\tau$, one needs
\begin{equation}
t_w\approx\frac{2\tau(1-\bar m^2)}{\delta^2}.
\label{eq:need}
\end{equation}
The attempt frequency does not set the value that one measures, but it sets the price of measuring it.

\textbf{Q.} What is the price for the disc?

\textbf{A.} With $1-\bar m^2=1-0.640^2=0.590$, $f_0=10^9$~s$^{-1}$ and $\delta=0.01$,
\begin{equation}
t_w\approx\frac{2\times72.5\times10^{-6}\times0.590}{10^{-4}}\ \text{s}
\approx0.86\ \text{s}.
\end{equation}
It is ten times longer for $10^8$~s$^{-1}$ and ten times shorter for $10^{10}$~s$^{-1}$.

Random telegraph signals were also simulated: 20\,000 runs for each $f_0$, each read for 2~ms. Every run started in the unfavoured state, and the first $12\tau$ were discarded, so that $\tanh x$ was not put in at the start.
\begin{center}
\begin{tabular}{cccc}
$f_0$ (s$^{-1}$) & mean & spread & spread, Eq.~\eqref{eq:var}\\
$10^8$ & 0.638 & 0.531 & 0.532\\
$10^9$ & 0.640 & 0.203 & 0.203\\
$10^{10}$ & 0.640 & 0.065 & 0.065
\end{tabular}
\end{center}
The spread is the standard deviation of the 2~ms average from run to run. The mean for $10^8$~s$^{-1}$ is 0.002 below $\tanh x$. Its standard error is $0.532/\sqrt{20\,000}\approx0.004$, so this is no discrepancy. The means agree while the spreads differ by a factor of eight.

\textbf{Q.} Now the assumption I set aside. Why should the attempt frequency be the same in both directions?

\textbf{A.} Let us first see what happens if it is not. Let $f_+$ belong to hops that leave $+$, and $f_-$ to hops that leave $-$. The balance $\Gamma_+p_+=\Gamma_-p_-$ gives
\begin{equation}
\frac{p_+}{p_-}=\frac{\Gamma_-}{\Gamma_+}=\frac{f_-}{f_+}\,e^{2x}.
\end{equation}
The mean is $(y-1)/(y+1)$ with $y=p_+/p_-$, and this equals $\tanh(\tfrac12\ln y)$. Therefore
\begin{equation}
\bar m=\tanh\!\left(x+\frac12\ln\frac{f_-}{f_+}\right).
\label{eq:unequal}
\end{equation}
A factor common to both frequencies still cancels. Their ratio does not. With $f_+=3f_-$, for example, the argument is shifted by $-\tfrac12\ln3\approx-0.55$. The correct statement is thus that the mean is independent of a common attempt frequency.

\textbf{Q.} For your macrospin, is the ratio equal to one?

\textbf{A.} At zero field it is, by symmetry. With a field on, it is not quite. In thermal equilibrium the ratio need not be found from the dynamics, because the occupations follow from the Boltzmann distribution over all directions. Put $u=\cos\theta$. The element of solid angle is proportional to $du$, and $-e=\sigma u^2+xu-\sigma$. Dropping the constant $-\sigma$, the weights of the two wells, divided at the top $u=-h$, are
\begin{equation}
Z_+=\int_{-h}^{1}e^{\sigma u^2+xu}\,du,\qquad
Z_-=\int_{-1}^{-h}e^{\sigma u^2+xu}\,du .
\end{equation}
In the $+$ well set $u=1-v$. The exponent becomes
\begin{equation}
\sigma(1-v)^2+x(1-v)=\sigma+x-2\sigma(1+h)v+\sigma v^2 ,
\label{eq:expo}
\end{equation}
since $2\sigma+x=2\sigma(1+h)$. For large $\sigma$ the important values of $v$ are of order $1/2\sigma$, where $\sigma v^2$ is of order $1/4\sigma$ and can be dropped at leading order. The integral over $v$ may then be extended to infinity. In the $-$ well, $u=-1+v$ gives the same expression with the signs of $x$ and $h$ reversed. So
\begin{equation}
Z_\pm\approx\frac{e^{\sigma\pm x}}{2\sigma(1\pm h)} .
\label{eq:Z}
\end{equation}

\textbf{Q.} What does the denominator mean?

\textbf{A.} It is the curvature at the bottom of the well, as Eq.~\eqref{eq:curv} shows. A larger curvature means a narrower well, so the field makes the favoured well narrower and the other one wider. The favoured state covers less solid angle, and this slightly offsets its lower energy. The ratio of weights is
\begin{equation}
\frac{p_+}{p_-}=\frac{Z_+}{Z_-}\approx e^{2x}\,\frac{1-h}{1+h},
\end{equation}
which corresponds to $f_-/f_+\approx(1-h)/(1+h)$. Because $\tfrac12\ln[(1+h)/(1-h)]=\operatorname{artanh}h$, the difference of the well occupations is
\begin{equation}
p_+-p_-\approx\tanh(x-\operatorname{artanh}h).
\label{eq:corr}
\end{equation}
There is still no frequency in it.

\textbf{Q.} How large is the correction, and how large is what you dropped?

\textbf{A.} At fixed $x$ we have $h=x/2\sigma$, so the argument is shifted by about $-x/2\sigma$. The error of the plain hyperbolic tangent falls as $1/\sigma$. For the next order, keep $\sigma v^2$ to first order. With $a=2\sigma(1\pm h)$,
\begin{equation}
\int_0^\infty e^{-av}(1+\sigma v^2)\,dv=\frac1a\left(1+\frac{2\sigma}{a^2}\right)
=\frac1a\left[1+\frac{1}{2\sigma(1\pm h)^2}\right].
\end{equation}
Half the logarithm of the ratio of the two brackets is, for small $h$,
\begin{equation}
\frac1{4\sigma}\left[\frac1{(1+h)^2}-\frac1{(1-h)^2}\right]
\approx-\frac{h}{\sigma}=-\frac{x}{2\sigma^2}.
\end{equation}
The corrected formula therefore has an error of order $1/\sigma^2$. Numerical integration over the wells at $\sigma=40$ and $80$, with $x$ as in the disc, gives the powers 1.02 and 2.06 for the two errors, close to the predicted 1 and 2.

For the disc itself, $x-\operatorname{artanh}h=0.7585-0.0313=0.7272$, and Eq.~\eqref{eq:corr} gives 0.621. The numerical integration gives 0.619. The plain value 0.640 is too high by 0.021, or about 3\% of the integrated value. For a macrospin with a barrier of this size, two digits of $\tanh x$ are already more than the two-state model can guarantee.

\textbf{Q.} My sensor does not report a well label. It reports something proportional to $\cos\theta$.

\textbf{A.} Then the tilt inside each well matters too. At leading order $v=1-u$ in the $+$ well has an exponential distribution with mean $1/[2\sigma(1+h)]$, as Eq.~\eqref{eq:expo} shows, and the $-$ well is analogous. Thus
\begin{equation}
\langle\cos\theta\rangle\approx
p_+\!\left[1-\frac1{2\sigma(1+h)}\right]
-p_-\!\left[1-\frac1{2\sigma(1-h)}\right].
\label{eq:tilt}
\end{equation}
With the integrated occupations $p_+=0.810$ and $p_-=0.190$, the brackets are 0.960 and 0.957, and the estimate is 0.595. Direct integration gives 0.593. A circuit that decides by a threshold which state the bit is in removes the effect of the tilt, because it restores the label $s$. The mean is then 0.619 again, provided that the threshold lies in the barrier region, roughly $|\cos\theta|\le0.5$ for the disc; a threshold at $\cos\theta=0.8$, inside the upper well, gives 0.597. The remaining difference from 0.640 comes from the unequal widths of the wells, and a threshold does not remove it.

\textbf{Q.} Since the barrier height cancels, may I lower the barrier as far as I like to make the bit fast?

\textbf{A.} No. The height cancels within the two-state model, and that model needs the barrier. Take the extreme case $K=0$. The moment then moves freely over the sphere with weight $e^{xu}$, and
\begin{equation}
\int_{-1}^{1}e^{xu}\,du=\frac{2\sinh x}{x},\qquad
\langle\cos\theta\rangle=\frac{d}{dx}\ln\frac{2\sinh x}{x}=\coth x-\frac1x .
\end{equation}
The derivative brings down a factor $u$, which is why it gives the mean. For small $x$ this is $x/3$, one third of the slope of $\tanh x$. At $x=0.7585$ it is 0.244, against 0.640 for the two-state bit. Part of this gap arises because $\cos\theta$ is a projection and $s$ is a label. If we record only the sign of $\cos\theta$, the weights of the two hemispheres are $(e^x-1)/x$ and $(1-e^{-x})/x$. Their ratio is $e^x$, so the mean sign is $\tanh(x/2)=0.362$, still far below 0.640. Between the two cases the response passes from one curve to the other, and the barrier height then does influence the mean.

A strong bias can also remove the second state. The smaller barrier is $\sigma(1-|h|)^2$, and it vanishes at $|h|=1$. The condition for two well-defined states is therefore $\sigma(1-|h|)^2\gg1$. For the disc at 40~mT, $h=0.125$ and the smaller barrier is $12.14\times0.875^2\approx9.3$, which is still large. Under such a strong bias the mean is close to $\pm1$ and well described by $\tanh x$, but the small probability of the unfavoured state is larger than the two-state value by a factor of about $(1+|h|)/(1-|h|)$, because of the unequal widths of the wells.

\textbf{Q.} Then state what you would defend.

\textbf{A.} For a uniaxial macrospin bit in thermal equilibrium, with a field along its easy axis and both barriers much larger than $k_BT$, the mean well label is $\tanh(\mu B/k_BT)$, up to a relative correction of order $1/\sigma$ that comes from the widths of the wells. A common attempt frequency does not enter this mean. It enters the time needed to reach the mean and the time needed to measure it. The values behind these statements are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
diameter 20 nm, thickness 1 nm
Ms = 1.00e+06 A/m, K = 1.60e+05 J/m^3
temperature = 300 K, field B = 10 mT
volume = 314.16 nm^3
moment = 3.1416e-19 A m^2
thermal energy kB*T = 4.1419e-21 J
bias energy eps = 3.1416e-21 J
sigma = 12.1357 (dimensionless)
anisotropy field = 320 mT, h = 0.03125
bias x = 0.7585 (dimensionless)
barrier out of + = 12.9060 kB*T
barrier out of - = 11.3891 kB*T
mean output tanh(x) = 0.6402
probability of + = 0.8201
field for x = 1: 13.184 mT
B = -20 mT: tanh(x) = -0.9082
B = -10 mT: tanh(x) = -0.6402
B = 0 mT: tanh(x) = 0.0000
B = 5 mT: tanh(x) = 0.3620
B = 20 mT: tanh(x) = 0.9082
B = 40 mT: tanh(x) = 0.9954
largest |null vector - tanh|, f0 1e6 to 1e12 /s: 4.4e-16
simulation: 20000 runs, window 2 ms
f0 = 1e+08 /s: relaxation time = 724.57 us
  simulated mean = 0.6383
  spread: simulated 0.5311, formula 0.5315
  time for standard error 0.01: 8552.3 ms
f0 = 1e+09 /s: relaxation time = 72.46 us
  simulated mean = 0.6398
  spread: simulated 0.2028, formula 0.2030
  time for standard error 0.01: 855.2 ms
f0 = 1e+10 /s: relaxation time = 7.25 us
  simulated mean = 0.6400
  spread: simulated 0.0654, formula 0.0653
  time for standard error 0.01: 85.5 ms
macrospin well difference, quadrature = 0.6193
corrected tanh(x - artanh h) = 0.6214
macrospin <cos theta>, quadrature = 0.5927
<cos theta> from in-well tilt estimate = 0.5950
zero-barrier <cos theta> at same x = 0.2436
error order in 1/sigma, plain tanh: 1.024
error order in 1/sigma, corrected: 2.059
\end{verbatim}
